# One-Orbital Density Matrix Eigenvalues and the ln 4 Entropy Bound: verification in Python

```python
"""One-orbital reduced density matrix and its entropy.

Result under test: for a state that commutes with total N and total S_z,
the reduced density matrix of one spatial orbital has the eigenvalues
    1 - n_up - n_dn + d,   n_up - d,   n_dn - d,   d
where n_up, n_dn are mean spin occupations and d is the mean double
occupancy. The entropy S = -sum w ln w is at most ln 4.
The matrix itself is computed by an explicit partial trace in Fock space.
Local basis order: empty, up, down, double. Energies are in eV.
"""
import numpy as np

rng = np.random.default_rng(7)
LN4 = np.log(4.0)


def annihilators(modes):
    """Fermion matrices; modes are (orbital 0 up, orbital 0 down, ...)."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign, one = np.diag([1.0, -1.0]), np.eye(2)
    result = []
    for p in range(modes):
        matrix = np.eye(1)
        for q in range(modes):
            factor = sign if q < p else (lower if q == p else one)
            matrix = np.kron(matrix, factor)
        result.append(matrix)
    return result


def density(psi):
    return np.outer(psi, psi.conj())


def mean(rho, operator):
    return np.trace(rho @ operator)


def orbital_matrix(rho):
    """Partial trace over everything except orbital 0."""
    env = rho.shape[0] // 4
    local = np.einsum('aebe->ab', rho.reshape(4, env, 4, env))
    order = [0, 2, 1, 3]
    return local[np.ix_(order, order)]


def occupations(rho, a):
    n_up, n_dn = a[0].T @ a[0], a[1].T @ a[1]
    return np.array([mean(rho, x).real for x in (n_up, n_dn, n_up @ n_dn)])


def weights(n_up, n_dn, d):
    return np.array([1 - n_up - n_dn + d, n_up - d, n_dn - d, d])


def entropy(w):
    w = np.asarray(w)
    w = w[w > 1e-14]
    return max(0.0, float(-np.sum(w * np.log(w))))


def true_entropy(rho):
    return entropy(np.linalg.eigvalsh(orbital_matrix(rho)))


def spin_counts(a):
    up = sum(np.diag(x.T @ x) for x in a[0::2])
    dn = sum(np.diag(x.T @ x) for x in a[1::2])
    return np.rint(up).astype(int), np.rint(dn).astype(int)


def random_state(mask):
    psi = rng.normal(size=mask.size) + 1j * rng.normal(size=mask.size)
    psi = psi * mask
    return psi / np.linalg.norm(psi)


# Random three-orbital states: pure states and mixtures of symmetry sectors.
a6 = annihilators(6)
up6, dn6 = spin_counts(a6)
largest_error = 0.0
number_of_states = 0
for trial in range(20):
    first = density(random_state((up6 == 2) & (dn6 == 1)))
    second = density(random_state((up6 == 1) & (dn6 == 1)))
    for rho in (first, second, 0.3 * first + 0.7 * second):
        exact = np.linalg.eigvalsh(orbital_matrix(rho))
        formula = np.sort(weights(*occupations(rho, a6)))
        largest_error = max(largest_error, np.abs(exact - formula).max())
        assert entropy(exact) <= LN4 + 1e-12
        number_of_states += 1
assert largest_error < 1e-12

# Fixed N but mixed S_z: the one-electron block must be diagonalized.
rho = density(random_state(up6 + dn6 == 3))
local = orbital_matrix(rho)
w = weights(*occupations(rho, a6))
coupling = mean(rho, a6[1].T @ a6[0])
assert abs(local[1, 2] - coupling) < 1e-12 and abs(coupling) > 1e-4
root = np.sqrt(((w[1] - w[2]) / 2) ** 2 + abs(coupling) ** 2)
middle = (w[1] + w[2]) / 2
block_formula = np.sort([w[0], w[3], middle - root, middle + root])
assert np.allclose(np.linalg.eigvalsh(local), block_formula, atol=1e-12)
assert not np.allclose(np.sort(w), block_formula, atol=1e-6)

# No symmetry at all: pair coupling element, diagonal elements and bound.
rho = density(random_state(np.ones(64)))
local = orbital_matrix(rho)
assert abs(local[0, 3] - mean(rho, a6[0].T @ a6[1].T)) < 1e-12
assert np.allclose(np.diag(local).real, weights(*occupations(rho, a6)))
assert true_entropy(rho) <= LN4 + 1e-12

# Search of all allowed occupations for the largest entropy.
grid = np.arange(21) / 20
best_entropy, best_point = -1.0, None
for n_up in grid:
    for n_dn in grid:
        for d in grid:
            w = weights(n_up, n_dn, d)
            if w.min() > -1e-12 and entropy(w) > best_entropy:
                best_entropy, best_point = entropy(w), (n_up, n_dn, d)
assert abs(best_entropy - LN4) < 1e-12
assert np.allclose(best_point, (0.5, 0.5, 0.25))

print(f"ln 4 = {LN4:.6f} nat = {LN4 / np.log(2):.4f} bit")
print(f"ln 2 = {np.log(2):.6f} nat")
print(f"Random symmetric states tested: {number_of_states}")
print(f"Largest eigenvalue error: {largest_error:.1e}")
print("Grid maximum of S at n_up, n_dn, d = "
      + ", ".join(f"{x:.2f}" for x in best_point)
      + f"; S = {best_entropy:.6f} nat")

# Two-orbital state with four different local weights.
a4 = annihilators(4)
up4, dn4 = spin_counts(a4)
vacuum = np.zeros(16)
vacuum[0] = 1.0
probabilities = [0.4, 0.1, 0.3, 0.2]
pairs = [(0, 1), (2, 3), (0, 3), (1, 2)]
psi = sum(np.sqrt(p) * (a4[i].T @ a4[j].T @ vacuum)
          for p, (i, j) in zip(probabilities, pairs))
rho = density(psi)
occ = occupations(rho, a4)
local = orbital_matrix(rho)
assert np.allclose(local, np.diag(weights(*occ)), atol=1e-12)
print("Two-orbital state, probabilities AA, BB, A-up B-down, A-down B-up:")
print("  " + ", ".join(f"{p:.1f}" for p in probabilities))
print("  n_up, n_dn, d of A = " + ", ".join(f"{x:.4f}" for x in occ))
print("  weights empty, up, down, double = "
      + ", ".join(f"{x:.4f}" for x in np.diag(local)))
print(f"  S = {true_entropy(rho):.6f} nat")

# States that violate the symmetry condition.
tilted = (a4[0].T @ vacuum + a4[1].T @ vacuum) / np.sqrt(2)
paired = (vacuum + a4[0].T @ a4[1].T @ vacuum) / np.sqrt(2)
print("States without the required symmetry:")
for name, psi in (("spin along x", tilted), ("empty + pair", paired)):
    rho = density(psi)
    naive = entropy(weights(*occupations(rho, a4)))
    exact = true_entropy(rho)
    assert abs(exact) < 1e-12 and abs(naive - np.log(2)) < 1e-12
    print(f"  {name}: from occupations {naive:.6f} nat, "
          f"true S {exact:.6f} nat")


def dimer_ground_state(c, t, U):
    """c holds the annihilators A up, A down, B up, B down."""
    H = np.zeros((16, 16))
    for s in (0, 1):
        hop = c[s].T @ c[s + 2]
        H -= t * (hop + hop.T)
    for k in (0, 2):
        H += U * (c[k].T @ c[k] @ c[k + 1].T @ c[k + 1])
    index = np.flatnonzero((up4 == 1) & (dn4 == 1))
    energies, vectors = np.linalg.eigh(H[np.ix_(index, index)])
    psi = np.zeros(16)
    psi[index] = vectors[:, 0]
    return energies[0], density(psi)


# In the second description, orbital 0 is the bonding orbital.
g_up, g_dn, u_up, u_dn = a4
sites_from_bonds = [(g_up + u_up) / np.sqrt(2), (g_dn + u_dn) / np.sqrt(2),
                    (g_up - u_up) / np.sqrt(2), (g_dn - u_dn) / np.sqrt(2)]
t = 1.0
print(f"Hubbard dimer, two electrons, t = {t:.1f} eV")
for U in (0.0, 3.0, 30.0):
    energy, rho = dimer_ground_state(a4, t, U)
    bond_energy, bond_rho = dimer_ground_state(sites_from_bonds, t, U)
    root = np.sqrt(U**2 + 16 * t**2)
    d = (1 - U / root) / 4
    occ = occupations(rho, a4)
    site_w = np.diag(orbital_matrix(rho))
    bond_w = np.diag(orbital_matrix(bond_rho))
    double_bond = 0.5 + 2 * t / root
    assert abs(energy - (U - root) / 2) < 1e-11
    assert abs(energy - bond_energy) < 1e-11
    assert np.allclose(occ, [0.5, 0.5, d], atol=1e-12)
    assert np.allclose(np.linalg.eigvalsh(orbital_matrix(rho)),
                       np.sort(weights(0.5, 0.5, d)), atol=1e-12)
    assert np.allclose(orbital_matrix(bond_rho),
                       np.diag([1 - double_bond, 0, 0, double_bond]),
                       atol=1e-12)
    S_site, S_bond = true_entropy(rho), true_entropy(bond_rho)
    if U == 0:
        assert abs(S_site - LN4) < 1e-12 and S_bond < 1e-12
    print(f" U = {U:.1f} eV: E = {energy:.6f} eV")
    print("  site n_up, n_dn, d = " + ", ".join(f"{x:.6f}" for x in occ))
    print("  site weights empty, up, down, double = "
          + ", ".join(f"{abs(x):.6f}" for x in site_w))
    print(f"  site S = {S_site:.6f} nat = {S_site / np.log(2):.4f} bit"
          f"; S/ln 4 = {S_site / LN4:.4f}")
    print("  bonding weights empty, up, down, double = "
          + ", ".join(f"{abs(x):.6f}" for x in bond_w))
    print(f"  bonding S = {S_bond:.6f} nat")

# Strong-repulsion limit of the site entropy.
_, rho = dimer_ground_state(a4, t, 1.0e4)
S_limit = true_entropy(rho)
assert abs(S_limit - np.log(2)) < 1e-5
print(f"Site S at U = 10000 eV: {S_limit:.6f} nat")

print("success")
```

Running it gives:

```
ln 4 = 1.386294 nat = 2.0000 bit
ln 2 = 0.693147 nat
Random symmetric states tested: 60
Largest eigenvalue error: 4.4e-16
Grid maximum of S at n_up, n_dn, d = 0.50, 0.50, 0.25; S = 1.386294 nat
Two-orbital state, probabilities AA, BB, A-up B-down, A-down B-up:
  0.4, 0.1, 0.3, 0.2
  n_up, n_dn, d of A = 0.7000, 0.6000, 0.4000
  weights empty, up, down, double = 0.1000, 0.3000, 0.2000, 0.4000
  S = 1.279854 nat
States without the required symmetry:
  spin along x: from occupations 0.693147 nat, true S 0.000000 nat
  empty + pair: from occupations 0.693147 nat, true S 0.000000 nat
Hubbard dimer, two electrons, t = 1.0 eV
 U = 0.0 eV: E = -2.000000 eV
  site n_up, n_dn, d = 0.500000, 0.500000, 0.250000
  site weights empty, up, down, double = 0.250000, 0.250000, 0.250000, 0.250000
  site S = 1.386294 nat = 2.0000 bit; S/ln 4 = 1.0000
  bonding weights empty, up, down, double = 0.000000, 0.000000, 0.000000, 1.000000
  bonding S = 0.000000 nat
 U = 3.0 eV: E = -1.000000 eV
  site n_up, n_dn, d = 0.500000, 0.500000, 0.100000
  site weights empty, up, down, double = 0.100000, 0.400000, 0.400000, 0.100000
  site S = 1.193550 nat = 1.7219 bit; S/ln 4 = 0.8610
  bonding weights empty, up, down, double = 0.100000, 0.000000, 0.000000, 0.900000
  bonding S = 0.325083 nat
 U = 30.0 eV: E = -0.132746 eV
  site n_up, n_dn, d = 0.500000, 0.500000, 0.002193
  site weights empty, up, down, double = 0.002193, 0.497807, 0.497807, 0.002193
  site S = 0.721337 nat = 1.0407 bit; S/ln 4 = 0.5203
  bonding weights empty, up, down, double = 0.433918, 0.000000, 0.000000, 0.566082
  bonding S = 0.684388 nat
Site S at U = 10000 eV: 0.693148 nat
success
```
